# Local charge compensation and finite site-potential variance in an ionic glass: a numerical check

```python
"""Potential variance in disordered ionic systems.
Result under test: for ions of charge +e/-e, density n, the variance at an
independent test point is 4 pi n K^2 Lambda, Lambda=(2/pi) int S(q)/q^2 dq.
K=e/(4 pi eps0 eps_r); S(q)=<|sum z exp(-iqr)|^2>/N is the charge structure
factor. Uncorrelated charges (S=1) give growth with size. Neutral pairs of
length d have S=1-sin(qd)/(qd), hence Lambda=d/2 and a finite variance.
At hard-core ion sites the variance is also finite, tested by Ewald sums.
Lengths are in nm and potentials in V."""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.sparse import coo_matrix
from scipy.spatial import cKDTree
from scipy.special import erfc

rng = np.random.default_rng(20)
density = 50.0
bond = 0.20
core = 0.15
eps_r = 4.0
K = constants.e / (4*np.pi*constants.epsilon_0*eps_r) * 1e9
alpha = 3.1          # Ewald splitting parameter, 1/nm
real_cut = 0.95      # Ewald real-space cutoff, nm
print(f"ion density n = {density:.1f} nm^-3")
print(f"pair length d = {bond:.2f} nm")
print(f"hard-core distance = {core:.2f} nm")
print(f"relative permittivity = {eps_r:.1f}")
print(f"K = {K:.5f} V nm")

# Real-space and reciprocal-space integrals for one neutral pair
def inner(x):
    return 1 - 2*x + x*np.arctanh(x)

def outer(t):
    if t < 1e-3:
        return 1/3 + t*t/5
    return (np.arctanh(t)/t - 1)/t**2

real_integral = quad(inner, 0, 1)[0] + quad(outer, 0, 1)[0]
assert abs(real_integral - 1) < 1e-6

def pair_integrand(x):
    if x < 1e-3:
        return 1/6 - x*x/120
    return (1 - np.sin(x)/x)/x**2

x_max = 200.0
recip_integral = quad(pair_integrand, 0, x_max, limit=500)[0] + 1/x_max
length_from_S = 2/np.pi*bond*recip_integral
assert abs(length_from_S - bond/2) < 1e-5
variance_pair = 2*np.pi*density*K**2*bond
print(f"real-space pair integral / (4 pi d) = {real_integral:.6f}")
print(f"Lambda from S(q) = {length_from_S:.5f} nm")
print(f"test-point variance, pair glass = {variance_pair:.3f} V^2")
print(f"test-point rms, pair glass = {np.sqrt(variance_pair):.3f} V")

# Infrared threshold: weight of a decade relative to the decade above it
for power in (0.0, 1.0, 1.5, 2.0):
    def infrared(q):
        return q**(power - 2)/(1 + q**power)
    low = quad(infrared, 1e-6, 1e-5, epsabs=0)[0]
    high = quad(infrared, 1e-5, 1e-4, epsabs=0)[0]
    assert abs(low/high/10**(1 - power) - 1) < 1e-3
    print(f"S~q^{power:.1f}: lower/upper decade ratio = {low/high:.4f}")

# Open spheres sampled ion by ion, with a small empty core at the test point
hole = 0.05
for radius, samples in ((1.0, 10000), (2.0, 3000)):
    count = round(density*4*np.pi/3*(radius**3 - hole**3))
    u = rng.random((samples, count))
    r = (hole**3 + u*(radius**3 - hole**3))**(1/3)
    signs = rng.choice([-1.0, 1.0], size=r.shape)
    sampled = np.var(K*np.sum(signs/r, axis=1))
    expected = 4*np.pi*density*K**2*(radius - hole)
    assert abs(sampled/expected - 1) < 0.10
    print(f"uncorrelated, R={radius:.0f} nm: sampled {sampled:.2f},"
          f" formula {expected:.2f} V^2")
    del u, r, signs
radius = 1.0
count = round(density/2*4*np.pi/3*radius**3)
r = radius*rng.random((40000, count))**(1/3)
mu = rng.uniform(-1, 1, r.shape)
r_plus = np.sqrt(r*r + bond**2/4 - r*bond*mu)
r_minus = np.sqrt(r*r + bond**2/4 + r*bond*mu)
allowed = (r_plus > hole) & (r_minus > hole)
sampled = np.var(K*np.sum((1/r_plus - 1/r_minus)*allowed, axis=1))
removed = 2*quad(inner, 0, hole/bond)[0]
expected = variance_pair*(1 - removed - bond/(3*radius))
assert abs(sampled/expected - 1) < 0.08
print(f"pairs, R=1 nm, {hole:.2f} nm hole: sampled {sampled:.3f},"
      f" formula {expected:.3f} V^2")
del r, mu, r_plus, r_minus, allowed
micron_variance = 4*np.pi*density*K**2*1000
print(f"uncorrelated rms, R=1000 nm = {np.sqrt(micron_variance):.1f} V")

def ewald(pos, charge, box):
    """Site potentials, smooth part, and mean square of half-smoothed field."""
    tree = cKDTree(pos, boxsize=box)
    i, j = tree.query_pairs(real_cut, output_type='ndarray').T
    delta = pos[i] - pos[j]
    delta -= box*np.round(delta/box)
    r = np.linalg.norm(delta, axis=1)
    w = erfc(alpha*r)/r
    size = len(pos)
    matrix = coo_matrix((np.r_[w, w], (np.r_[i, j], np.r_[j, i])),
                        shape=(size, size)).tocsr()
    short = matrix @ charge
    top = int(np.ceil(6*alpha*box/(2*np.pi)))
    axis = np.arange(-top, top + 1)
    m = np.stack(np.meshgrid(axis, axis, axis, indexing='ij'), -1)
    m = m.reshape(-1, 3)
    half = ((m[:, 0] > 0) | ((m[:, 0] == 0) & (m[:, 1] > 0))
            | ((m[:, 0] == 0) & (m[:, 1] == 0) & (m[:, 2] > 0)))
    q = 2*np.pi/box*m[half]
    q = q[np.sum(q*q, axis=1) <= (6*alpha)**2]
    smooth = np.zeros_like(charge)
    psi_square = np.zeros(charge.shape[1])
    for start in range(0, len(q), 500):
        part = q[start:start + 500]
        q2 = np.sum(part*part, axis=1)[:, None]
        phase = pos @ part.T
        c, s = np.cos(phase), np.sin(phase)
        rho_c, rho_s = c.T @ charge, s.T @ charge
        green = 4*np.pi/(box**3*q2)
        damp = np.exp(-q2/(4*alpha**2))
        smooth += 2*(c @ (green*damp*rho_c) + s @ (green*damp*rho_s))
        psi_square += 2*np.sum(green**2*damp*(rho_c**2 + rho_s**2), axis=0)
    site = short + smooth - 2*alpha/np.sqrt(np.pi)*charge
    return K*site, K*smooth, K**2*psi_square

# Ewald check on rock salt against a rapidly convergent hyperbolic series
grid = np.stack(np.meshgrid(*[np.arange(4)]*3, indexing='ij'), -1)
grid = grid.reshape(-1, 3)
salt_charge = ((-1.0)**grid.sum(axis=1))[:, None]
salt_potential = ewald(0.5*grid, salt_charge, 2.0)[0]
madelung = -np.mean(salt_charge*salt_potential)*0.5/K
odd = np.arange(1, 20, 2)
root = np.sqrt(odd[:, None]**2 + odd[None, :]**2)
series = 12*np.pi*np.sum(1/np.cosh(np.pi*root/2)**2)
assert abs(madelung/series - 1) < 1e-3
print(f"rock-salt Madelung: Ewald {madelung:.5f}, series {series:.5f}")

def place_pairs(number, box):
    """Random sequential addition of pairs with equal cores for all ions."""
    pos = np.empty((2*number, 3))
    filled = 0
    while filled < 2*number:
        direction = rng.normal(size=3)
        direction *= bond/np.linalg.norm(direction)
        first = rng.random(3)*box
        trial = np.array([first, first + direction]) % box
        delta = trial[:, None, :] - pos[None, :filled, :]
        delta -= box*np.round(delta/box)
        if np.all(np.einsum('abc,abc->ab', delta, delta) >= core**2):
            pos[filled:filled + 2] = trial
            filled += 2
    return pos

def site_variance(potential, charge):
    """Variance about the species mean; the two species mirror each other."""
    return np.mean(np.mean(potential**2, axis=0)
                   - np.mean(charge*potential, axis=0)**2)

columns = 80
paired_result, shuffled_result = {}, {}
factor_data = {1: [], 3: []}
bound_data = None
for box, repeats in ((2.0, 24), (3.0, 4), (4.0, 2)):
    number = round(density*box**3/2)
    paired_values, shuffled_values = [], []
    for repeat in range(repeats):
        pos = place_pairs(number, box)
        sign = rng.choice([-1.0, 1.0], size=(number, columns))
        paired = np.empty((2*number, columns))
        paired[0::2], paired[1::2] = sign, -sign
        base = np.repeat([1.0, -1.0], number)[:, None]*np.ones(columns)
        shuffled = rng.permuted(base, axis=0)
        charge = np.hstack([paired, shuffled])
        site, smooth, psi2 = ewald(pos, charge, box)
        paired_values.append(site_variance(site[:, :columns], paired))
        shuffled_values.append(site_variance(site[:, columns:], shuffled))
        if box == 4.0:
            for order in factor_data:
                wave = np.exp(-2j*np.pi*order/box*pos)
                power = np.abs(wave.T @ charge)**2/(2*number)
                factor_data[order].append([power[:, :columns].mean(),
                                           power[:, columns:].mean()])
            if bound_data is None:
                width2 = 1/(4*alpha**2)
                points = rng.random((1000, 3))*box
                peak = 0.0
                for point in points:
                    delta = pos - point
                    delta -= box*np.round(delta/box)
                    weight = np.exp(-np.sum(delta**2, axis=1)/(2*width2))
                    peak = max(peak, weight.sum()/(2*np.pi*width2)**1.5)
                bound_data = (np.mean(smooth[:, :columns]**2),
                              peak/density*np.mean(psi2[:columns]), peak)
    paired_result[box] = np.mean(paired_values)
    shuffled_result[box] = np.mean(shuffled_values)
    print(f"L={box:.0f} nm, {2*number} ions, {repeats} structures:")
    print(f"  paired site variance = {paired_result[box]:.3f} V^2,"
          f" rms = {np.sqrt(paired_result[box]):.3f} V")
    print(f"  shuffled site variance = {shuffled_result[box]:.2f} V^2,"
          f" rms = {np.sqrt(shuffled_result[box]):.2f} V")

# Charge structure factors of the two assignments on the same positions
for order, values in factor_data.items():
    q = 2*np.pi*order/4.0
    s_pair, s_shuffled = np.mean(values, axis=0)
    s_formula = 1 - np.sin(q*bond)/(q*bond)
    assert abs(s_pair/s_formula - 1) < 0.20
    assert abs(s_shuffled - 1) < 0.20
    print(f"q={q:.3f} nm^-1: S paired {s_pair:.4f},"
          f" formula {s_formula:.4f}, shuffled {s_shuffled:.3f}")

# Size laws from lattice sums
axis = np.arange(-30, 31)
m2 = (axis[:, None, None]**2 + axis[None, :, None]**2
      + axis[None, None, :]**2).astype(float).ravel()
m2 = m2[m2 > 0]
inside = m2[m2 <= 30**2]
sum_fourth = np.sum(1/inside**2) + 4*np.pi/30
damping = 0.05
sum_second = (np.sum(np.exp(-damping*m2)/m2)
              - 2*np.pi**1.5/np.sqrt(damping) - damping)
growth = shuffled_result[4.0] - shuffled_result[2.0]
growth_formula = density*K**2*sum_fourth/np.pi**2*2.0
assert abs(growth/growth_formula - 1) < 0.12
shift = paired_result[4.0] - paired_result[2.0]
coefficient = 2/3*sum_second*density*K**2*bond**2
shift_formula = coefficient*(1/4.0 - 1/2.0)
assert abs(shift - shift_formula) < 0.15
limit = paired_result[4.0] - coefficient/4.0
print(f"lattice sum of |m|^-4 = {sum_fourth:.3f}")
print(f"regularized lattice sum X of |m|^-2 = {sum_second:.4f}")
print(f"shuffled change L=2 to 4 nm: computed {growth:.2f},"
      f" formula {growth_formula:.2f} V^2")
print(f"paired change L=2 to 4 nm: computed {shift:.3f},"
      f" formula {shift_formula:.3f} V^2")
print(f"paired site variance extrapolated to infinite L = {limit:.3f} V^2")
print(f"paired site rms extrapolated to infinite L = {np.sqrt(limit):.3f} V")

# Smooth potential at ion sites against the hard-core bound
smooth_site, smooth_bound, peak = bound_data
assert smooth_site <= smooth_bound
print(f"largest sampled smoothed ion density = {peak:.1f} nm^-3")
print(f"smooth site mean square = {smooth_site:.3f} V^2,"
      f" bound with sampled maximum = {smooth_bound:.3f} V^2")
print("success")
```

Output:

```
ion density n = 50.0 nm^-3
pair length d = 0.20 nm
hard-core distance = 0.15 nm
relative permittivity = 4.0
K = 0.35999 V nm
real-space pair integral / (4 pi d) = 1.000000
Lambda from S(q) = 0.10000 nm
test-point variance, pair glass = 8.143 V^2
test-point rms, pair glass = 2.854 V
S~q^0.0: lower/upper decade ratio = 10.0000
S~q^1.0: lower/upper decade ratio = 1.0000
S~q^1.5: lower/upper decade ratio = 0.3162
S~q^2.0: lower/upper decade ratio = 0.1000
uncorrelated, R=1 nm: sampled 76.85, formula 77.35 V^2
uncorrelated, R=2 nm: sampled 164.86, formula 158.78 V^2
pairs, R=1 nm, 0.05 nm hole: sampled 4.498, formula 4.460 V^2
uncorrelated rms, R=1000 nm = 285.4 V
rock-salt Madelung: Ewald 1.74762, series 1.74756
L=2 nm, 400 ions, 24 structures:
  paired site variance = 1.746 V^2, rms = 1.321 V
  shuffled site variance = 12.83 V^2, rms = 3.58 V
L=3 nm, 1350 ions, 4 structures:
  paired site variance = 1.972 V^2, rms = 1.404 V
  shuffled site variance = 22.45 V^2, rms = 4.74 V
L=4 nm, 3200 ions, 2 structures:
  paired site variance = 2.135 V^2, rms = 1.461 V
  shuffled site variance = 33.96 V^2, rms = 5.83 V
q=1.571 nm^-1: S paired 0.0170, formula 0.0164, shuffled 1.047
q=4.712 nm^-1: S paired 0.1464, formula 0.1416, shuffled 0.965
lattice sum of |m|^-4 = 16.532
regularized lattice sum X of |m|^-2 = -8.9136
shuffled change L=2 to 4 nm: computed 21.13, formula 21.71 V^2
paired change L=2 to 4 nm: computed 0.389, formula 0.385 V^2
paired site variance extrapolated to infinite L = 2.520 V^2
paired site rms extrapolated to infinite L = 1.587 V
largest sampled smoothed ion density = 103.7 nm^-3
smooth site mean square = 0.926 V^2, bound with sampled maximum = 2.966 V^2
success
```
